# Jarzynski's equality for a particle dragged by a harmonic trap: a numerical check

```python
"""
Result under test: an overdamped particle, initially in equilibrium, is dragged
by a harmonic trap at constant speed.  The work W done by moving the trap obeys
    mean(W) = drag*v^2*(t - tau*(1 - exp(-t/tau))) = var(W)/(2 kT),
W is Gaussian, and therefore mean(exp(-W/kT)) = 1 (zero free-energy change).
Symbols: k trap stiffness, drag friction coefficient, tau = drag/k, v speed,
t duration, kT thermal energy, y particle position relative to trap centre.
Working units: nm, ms, pN; energy pN nm = 1e-21 J.
Reduced units on the grid: length sqrt(kT/k), time tau, energy kT.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import expm


def water_viscosity(temp):
    """Empirical fit for liquid water, Pa s, temp in K."""
    return 2.414e-5 * 10 ** (247.8 / (temp - 140.0))


def mean_work(drag, k, v, t):
    tau = drag / k
    return drag * v**2 * (t - tau * (1 - np.exp(-t / tau)))


def work_moments(drag, k, v, t, kT, y_start=0.0):
    """Mean and variance of W from the moment equations of the Langevin model."""
    tau = drag / k

    def rhs(_, m):
        my, mw, syy, syw, sww = m
        return [-my / tau - v, -k * v * my, -2 * syy / tau + 2 * kT / drag,
                -syw / tau - k * v * syy, -2 * k * v * syw]

    sol = solve_ivp(rhs, (0, t), [y_start, 0, kT / k, 0, 0],
                    method="DOP853", rtol=1e-11, atol=1e-13)
    return sol.y[1, -1], sol.y[4, -1]


def grid_average(a, pot, slope, u, s, half_width, n=500, shift=0.0):
    """mean(exp(-a W/kT)) from the work-weighted Fokker-Planck operator.
    u: reduced speed, s: reduced duration, shift: displacement of the start."""
    y = np.linspace(-half_width, half_width, n)
    h = y[1] - y[0]
    tilted = pot(y) + u * y
    up = np.exp(-np.diff(tilted) / 2) / h**2
    down = np.exp(np.diff(tilted) / 2) / h**2
    gen = np.diag(up, -1) + np.diag(down, 1)
    gen -= np.diag(gen.sum(axis=0))
    gen += np.diag(a * u * slope(y))
    p = np.exp(-pot(y - shift))
    p /= p.sum()
    return (expm(gen * s) @ p).sum()


def grid_cumulants(pot, slope, u, s, half_width):
    """Mean and variance of W/kT from small-a derivatives of the average."""
    d = 0.02
    plus = np.log(grid_average(d, pot, slope, u, s, half_width))
    minus = np.log(grid_average(-d, pot, slope, u, s, half_width))
    return -(plus - minus) / (2 * d), (plus + minus) / d**2


# ---------------- inputs of the example (rough typical values) -------------
T = 298.15            # K
radius = 500.0        # nm
k = 0.01              # pN/nm
v = 12.0              # nm/ms
t = 5.0               # ms
rho_silica = 2000.0   # kg/m^3
rho_water = 997.0     # kg/m^3
waist = 500.0         # nm, width of the Gaussian trap
wall = 10000.0        # nm, height of sphere centre above the cell wall
heating = 1.0         # K, temperature rise caused by the laser

eta = water_viscosity(T)
kT = const.k * T * 1e21
to_meV = 1e-21 / const.e * 1e3
drag = 6 * np.pi * eta * radius * 1e-9 * 1e6      # pN ms/nm
tau = drag / k
mean_f = mean_work(drag, k, v, t)
var_f = 2 * kT * mean_f
w_red, var_red = mean_f / kT, var_f / kT**2

# ---------------- moment equations against the closed formula --------------
mean_n, var_n = work_moments(drag, k, v, t, kT)
assert abs(mean_n / mean_f - 1) < 1e-7
assert abs(var_n / var_f - 1) < 1e-7
short, long = 0.01 * tau, 20 * tau
ms, vs = work_moments(drag, k, v, short, kT)
ml, vl = work_moments(drag, k, v, long, kT)
assert abs(ms / (k * v**2 * short**2 / 2) - 1) < 0.005   # next term is t/(3 tau)
assert abs(ml / (drag * v**2 * (long - tau)) - 1) < 1e-6
assert abs(vs / (2 * kT * ms) - 1) < 1e-5
assert abs(vl / (2 * kT * ml) - 1) < 1e-6

# ---------------- operator test, no Gaussian assumption --------------------
length = np.sqrt(kT / k)
u, s = v * tau / length, t / tau


def harm(y):
    return y**2 / 2


def harm_slope(y):
    return y


grid_G = {}
for a in (0.5, 1.0, 2.0):
    grid_G[a] = grid_average(a, harm, harm_slope, u, s, 9.0)
    gauss = np.exp(-a * w_red + a**2 * var_red / 2)
    assert abs(grid_G[a] / gauss - 1) < 5e-3      # second-order grid error

# Start from the steadily dragged state: the equality must fail
steady_grid = grid_average(1.0, harm, harm_slope, u, s, 9.0, shift=-u)
steady_formula = np.exp(-drag * v**2 * tau / kT * (1 - np.exp(-s)))
mean_st, var_st = work_moments(drag, k, v, t, kT, y_start=-v * tau)
assert abs(steady_grid / steady_formula - 1) < 5e-3
assert abs(mean_st / (drag * v**2 * t) - 1) < 1e-7
assert abs(var_st / var_f - 1) < 1e-7
assert steady_grid < 0.95


# Quartic trap: the equality holds, the variance relation does not
def quart(y):
    return y**2 / 2 + y**4 / 4


def quart_slope(y):
    return y + y**3


u_q, s_q = 2.0, 2.0
G_q = grid_average(1.0, quart, quart_slope, u_q, s_q, 4.0)
mean_q, var_q = grid_cumulants(quart, quart_slope, u_q, s_q, 4.0)
assert abs(G_q - 1) < 5e-3
assert abs(mean_q - var_q / 2) > 0.05 * mean_q

# ---------------- Langevin paths in the laboratory frame -------------------
rng = np.random.default_rng(12345)
paths, steps = 100000, 1000
dt = t / steps
x = rng.standard_normal(paths) * length
W = np.zeros(paths)
kick = np.sqrt(2 * kT * dt / drag)
for i in range(steps):
    old, new = v * i * dt, v * (i + 1) * dt
    W += k / 2 * ((x - new) ** 2 - (x - old) ** 2)
    x += -(x - new) * dt / tau + kick * rng.standard_normal(paths)
w = W / kT
sim_mean, sim_var = w.mean(), w.var()
z = (w - sim_mean) / np.sqrt(sim_var)
skew, excess = (z**3).mean(), (z**4).mean() - 3
boltz = np.exp(-w)
sim_exp = boltz.mean()
err_mean = np.sqrt(sim_var / paths)
err_half = sim_var / 2 * np.sqrt(2 / paths)
err_exp = boltz.std() / np.sqrt(paths)
assert abs(sim_mean / w_red - 1) < 0.025          # sampling plus time step
assert abs(sim_var / var_red - 1) < 0.025
assert abs(skew) < 0.05 and abs(excess) < 0.08
assert abs(sim_exp - 1) < 0.05

# ---------------- number of pulls for a chosen error -----------------------
target = 0.05                                     # standard error in kT


def pulls_needed(reduced_variance):
    return np.expm1(reduced_variance) / target**2


n_pulls = int(np.ceil(pulls_needed(var_red)))
estimates = np.array([
    -np.log(np.exp(-rng.normal(w_red, np.sqrt(var_red), n_pulls)).mean())
    for _ in range(2000)])
batch_error = estimates.std()
assert abs(batch_error / target - 1) < 0.15       # small-error formula

distance = v * t
scan = []
for duration in (2.5, 5.0, 20.0):
    speed = distance / duration
    m_d, v_d = work_moments(drag, k, speed, duration, kT)
    assert abs(m_d / mean_work(drag, k, speed, duration) - 1) < 1e-7
    scan.append((duration, m_d / kT, pulls_needed(v_d / kT**2)))
assert scan[0][2] > scan[1][2] > scan[2][2]

# ---------------- neglected effects ----------------------------------------
volume = 4 / 3 * np.pi * (radius * 1e-9) ** 3     # m^3
mass = volume * (rho_silica + rho_water / 2) * 1e9   # with added water mass
A = np.array([[0, 1, 0, 0], [-k / mass, -drag / mass, 0, -drag * v / mass],
              [1, 0, 0, 0], [0, 0, 0, 0]], float)
mean_in = -k * v * (expm(A * t) @ np.array([0, -v, 0, 1.0]))[2]
B = np.array([[0, 1, 0, 0], [-k / mass, -drag / mass, 0, 0],
              [1, 0, 0, 0], [0, 0, 1, 0]], float)
var_in = 2 * k**2 * v**2 * (expm(B * t) @ np.array([kT / k, 0, 0, 0]))[3]
assert abs(var_in / (2 * kT * mean_in) - 1) < 1e-6

nu = eta / rho_water                              # m^2/s
memory = radius * 1e-9 / np.sqrt(np.pi * nu * tau * 1e-3)
width = waist / length


def well(y):
    return width**2 / 4 * (1 - np.exp(-2 * y**2 / width**2))


def well_slope(y):
    return y * np.exp(-2 * y**2 / width**2)


mean_h, var_h = grid_cumulants(harm, harm_slope, u, s, 9.0)
mean_g, var_g = grid_cumulants(well, well_slope, u, s, 9.0)
assert abs(mean_h / w_red - 1) < 5e-3
assert abs(var_h / var_red - 1) < 5e-3
wall_drag = 9 * radius / (16 * wall)
mean_wall = mean_work(drag * (1 + wall_drag), k, v, t)
hot_drag = drag * water_viscosity(T + heating) / eta
mean_hot = mean_work(hot_drag, k, v, t)
sag = volume * (rho_silica - rho_water) * const.g * 1e12 / k

# ---------------- output ---------------------------------------------------
print(f"temperature: {T:.2f} K")
print(f"sphere radius: {radius:.0f} nm")
print(f"water viscosity (fit): {eta*1e3:.3f} mPa s")
print(f"trap stiffness: {k:.3f} pN/nm")
print(f"trap speed: {v:.1f} nm/ms")
print(f"duration: {t:.1f} ms")
print(f"distance: {distance:.1f} nm")
print(f"thermal energy kT: {kT:.3f} pN nm = {to_meV*kT:.2f} meV")
print(f"drag coefficient: {drag:.5f} pN ms/nm")
print(f"relaxation time tau: {tau:.4f} ms")
print(f"thermal rms displacement: {length:.2f} nm")
print(f"steady lag v*tau: {v*tau:.2f} nm")
print(f"mean work, formula: {mean_f:.3f} pN nm = {to_meV*mean_f:.2f} meV")
print(f"mean work, formula: {w_red:.4f} kT")
print(f"work variance, moment equations: {var_n:.3f} (pN nm)^2")
print(f"variance/(2kT), moment equations: {var_n/(2*kT):.3f} pN nm")
print(f"work standard deviation: {np.sqrt(var_red):.4f} kT")
print(f"reduced variance var/(kT)^2: {var_red:.4f}")
print(f"simulated paths: {paths}, time steps: {steps}")
print(f"simulated mean work: {sim_mean:.4f} +- {err_mean:.4f} kT")
print(f"simulated var/(2kT): {sim_var/2:.4f} +- {err_half:.4f} kT")
print(f"simulated skewness: {skew:.4f}, excess kurtosis: {excess:.4f}")
print(f"simulated mean exp(-W/kT): {sim_exp:.4f} +- {err_exp:.4f}")
print(f"simulated fraction with W<0: {(w < 0).mean():.4f}")
for a, value in grid_G.items():
    print(f"grid mean exp(-a W/kT), a={a}: {value:.5f}")
print(f"steady start, mean work: {mean_st/kT:.4f} kT")
print(f"steady start, mean exp(-W/kT), grid: {steady_grid:.4f}")
print(f"steady start, same, formula: {steady_formula:.4f}")
print(f"quartic trap, reduced speed {u_q}, duration {s_q}")
print(f"quartic trap, mean exp(-W/kT): {G_q:.5f}")
print(f"quartic trap, mean work: {mean_q:.3f} kT")
print(f"quartic trap, var/(2kT): {var_q/2:.3f} kT")
print(f"target error of free energy: {target:.2f} kT")
print(f"pulls needed: {n_pulls}")
print(f"error found in 2000 batches: {batch_error:.4f} kT")
for duration, m_d, n_d in scan:
    print(f"same distance in {duration} ms: {m_d:.3f} kT, {n_d:.0f} pulls")
print(f"inertia time m/drag: {mass/drag*1e6:.3f} ns")
print(f"inertia, change of mean work: {100*(mean_in/mean_f-1):.5f} %")
print(f"inertia, var/(2kT mean): {var_in/(2*kT*mean_in):.8f}")
print(f"flow memory, extra drag at time tau: {100*memory:.2f} %")
print(f"Gaussian trap width: {waist:.0f} nm")
print(f"Gaussian trap, change of mean: {100*(mean_g/mean_h-1):.3f} %")
print(f"Gaussian trap, var/(2kT mean): {var_g/(2*mean_g):.5f}")
print(f"harmonic trap on same grid: {var_h/(2*mean_h):.5f}")
print(f"wall at {wall/1000:.0f} um, extra drag: {100*wall_drag:.2f} %")
print(f"wall, change of mean work: {100*(mean_wall/mean_f-1):.2f} %")
print(f"heating by {heating:.0f} K, mean work: {100*(mean_hot/mean_f-1):.2f} %")
print(f"heating by {heating:.0f} K, kT: {100*heating/T:.2f} %")
print(f"sag under gravity at equal stiffness: {sag:.2f} nm")
print("tests ok")
```

Output:

```
temperature: 298.15 K
sphere radius: 500 nm
water viscosity (fit): 0.890 mPa s
trap stiffness: 0.010 pN/nm
trap speed: 12.0 nm/ms
duration: 5.0 ms
distance: 60.0 nm
thermal energy kT: 4.116 pN nm = 25.69 meV
drag coefficient: 0.00839 pN ms/nm
relaxation time tau: 0.8392 ms
thermal rms displacement: 20.29 nm
steady lag v*tau: 10.07 nm
mean work, formula: 5.031 pN nm = 31.40 meV
mean work, formula: 1.2221 kT
work variance, moment equations: 41.418 (pN nm)^2
variance/(2kT), moment equations: 5.031 pN nm
work standard deviation: 1.5634 kT
reduced variance var/(kT)^2: 2.4443
simulated paths: 100000, time steps: 1000
simulated mean work: 1.2201 +- 0.0049 kT
simulated var/(2kT): 1.2150 +- 0.0054 kT
simulated skewness: 0.0110, excess kurtosis: -0.0120
simulated mean exp(-W/kT): 0.9850 +- 0.0094
simulated fraction with W<0: 0.2185
grid mean exp(-a W/kT), a=0.5: 0.73677
grid mean exp(-a W/kT), a=1.0: 1.00017
grid mean exp(-a W/kT), a=2.0: 11.52597
steady start, mean work: 1.4679 kT
steady start, mean exp(-W/kT), grid: 0.7822
steady start, same, formula: 0.7821
quartic trap, reduced speed 2.0, duration 2.0
quartic trap, mean exp(-W/kT): 1.00025
quartic trap, mean work: 6.386 kT
quartic trap, var/(2kT): 7.044 kT
target error of free energy: 0.05 kT
pulls needed: 4209
error found in 2000 batches: 0.0495 kT
same distance in 2.5 ms: 2.000 kT, 21455 pulls
same distance in 5.0 ms: 1.222 kT, 4209 pulls
same distance in 20.0 ms: 0.352 kT, 408 pulls
inertia time m/drag: 155.884 ns
inertia, change of mean work: 0.00368 %
inertia, var/(2kT mean): 1.00000000
flow memory, extra drag at time tau: 1.03 %
Gaussian trap width: 500 nm
Gaussian trap, change of mean: -0.216 %
Gaussian trap, var/(2kT mean): 0.99958
harmonic trap on same grid: 1.00016
wall at 10 um, extra drag: 2.81 %
wall, change of mean work: 2.24 %
heating by 1 K, mean work: -1.81 %
heating by 1 K, kT: 0.34 %
sag under gravity at equal stiffness: 0.52 nm
tests ok
```
